# The Maximum Precursor Temperature from the Eyring Equation and Lambert's Function, part 2

How hot may a precursor be in a gas line or liquid source if it stays there for a time $t$ and at most a fraction $x$ may decompose? The basic model assumes one irreversible first-order step, with the same time and the same constant temperature $T$ for every molecule. The rate constant has the Eyring form with transmission coefficient 1,

$$k(T)=\frac{k_BT}{h}\,e^{\Delta S/R}\,e^{-\Delta H/(RT)} .$$

Here $k_B$, $h$ and $N_A$ are the Boltzmann, Planck and Avogadro constants, and $R=N_Ak_B$. The activation enthalpy $\Delta H>0$ and activation entropy $\Delta S$ do not depend on temperature; they enter formulas in J/mol and J/(mol K). With $L=-\ln(1-x)$, the highest allowed temperature $T_{\max}$ satisfies $k(T_{\max})t=L$, and

$$T_{\max}=\frac{\Delta H}{RW},\qquad W+\ln W=\ln A,\qquad A=\frac{\Delta H\,t\,e^{\Delta S/R}}{N_AhL}.$$

$W$ can be found by the iteration $w_0=\ln A$, $w_{j+1}=\ln A-\ln w_j$. The slope of the rate at the limit is $d\ln k/dT=(1+W)/T_{\max}$. The local Arrhenius energy is $E_a=RT^2\,d\ln k/dT=\Delta H+RT$.

The example uses rough round values: $\Delta H=150$ kJ/mol, $\Delta S=-20$ J/(mol K) and $x=1$ %, so $L=0.010050$. For a gas line with $t=1$ s, $W=32.28$ and $T_{\max}=558.9$ K. For a liquid source with $t=30$ days ($2.592\times10^6$ s), $W=46.68$ and $T_{\max}=386.5$ K. Decimals of a kelvin only make small shifts visible.

The following proposition is proved first.

**Proposition 1.** With the other inputs held fixed in each case,

$$\frac{\partial\ln T_{\max}}{\partial\ln t}=-\frac1{1+W},\qquad
\frac{\partial\ln T_{\max}}{\partial\ln L}=\frac1{1+W},$$

$$\frac{\partial\ln T_{\max}}{\partial\ln\Delta H}=\frac{W}{1+W},\qquad
\frac{\partial T_{\max}}{\partial\Delta S}=-\frac{T_{\max}}{R(1+W)} .$$

**Proof.** Differentiating $W+\ln W=\ln A$ gives $(1+1/W)\,dW=d\ln A$. Division by $1+W$ then yields

$$d\ln W=\frac{dW}{W}=\frac{d\ln A}{1+W}.$$

From the definition of $A$,

$$d\ln A=d\ln\Delta H+d\ln t+\frac{d\Delta S}{R}-d\ln L .$$

Since $\ln T_{\max}=\ln\Delta H-\ln R-\ln W$,

$$d\ln T_{\max}=d\ln\Delta H-\frac{d\ln\Delta H+d\ln t+d\Delta S/R-d\ln L}{1+W}.$$

The coefficients are the four results. For the enthalpy, $1-1/(1+W)=W/(1+W)$. $\square$

For equal relative changes of the inputs, the enthalpy matters most in both cases. An error of 10 kJ/mol, one fifteenth of $\Delta H$, shifts the line limit by about

$$558.9\times\frac{32.28}{33.28}\times\frac1{15}\ \text{K}\approx36\ \text{K}.$$

Solving again with 140 and 160 kJ/mol gives $-36.2$ and $+36.1$ K. For the source the shifts are $-25.2$ and $+25.2$ K.

### Proposition 2: a changed rate

**Proposition 2.** If the rate constant is multiplied by a temperature-independent factor $f>0$, the limit changes by

$$\delta T\approx-\frac{T_{\max}\ln f}{1+W}\left[1-\frac{(1+2W)\ln f}{2(1+W)^2}\right]$$

to second order in $\ln f$.

**Proof.** The factor replaces $A$ by $fA$. Let $y=\ln f$. By Proposition 1, with $T$ the limit at given $y$,

$$\frac{dT}{dy}=-\frac{T}{1+W},\qquad \frac{dW}{dy}=\frac{W}{1+W}.$$

A second differentiation gives

$$\frac{d^2T}{dy^2}=\frac{T}{(1+W)^2}+\frac{TW}{(1+W)^3}=\frac{T(1+2W)}{(1+W)^3}.$$

Inserting both derivatives at $y=0$ into the Taylor series proves the result. $\square$

The temperature scale $T_{\max}/(1+W)$ is 16.8 K for the line and 8.1 K for the source. A doubled rate therefore costs about $16.8\ln2\approx11.6$ K in the line to first order; the solved shift is $-11.4$ K. In the source it is $-5.5$ K. A tenfold residence time has the same effect as a tenfold rate, because the condition contains the product $kt$. It lowers the two limits by 36.2 and 17.8 K.

The source has the narrower scale and is less forgiving of overheating. If the temperature is 10 K above the limit for the whole residence time, the decomposed fraction rises from 1 % to 1.79 % in the line and to 3.29 % in the source.

### A frozen prefactor

It is tempting to replace $k_BT/h$ by its value at $T_0=298.15$ K, since the equation can then be solved with a logarithm. At the true limit, the condition $kt=L$ reads

$$W=\ln\frac{k_BT_{\max}t\,e^{\Delta S/R}}{hL}.$$

Replacing $T_{\max}$ by $T_0$ inside this logarithm subtracts $\ln(T_{\max}/T_0)$. The approximate limit is thus

$$T_{\rm frozen}=T_{\max}\frac{W}{W-\ln(T_{\max}/T_0)},$$

provided that the denominator is positive. If $T_{\max}>T_0$, the result is too high, which is the unsafe direction. The excess is 11.1 K for the line and 2.2 K for the source. By comparison, replacing $L$ by $x$ lowers the limits by less than 0.1 K.

### Tunnelling

Decomposition of an amide may involve transfer of hydrogen, which can tunnel. Model the top of the barrier as an inverted parabola with imaginary frequency of magnitude $\nu$. Measure energy from the top in units of $h\nu$ and call it $e$. In units where mass, angular frequency and $\hbar$ are 1, the Hamiltonian is $(p^2-q^2)/2$. Define

$$Q=\frac{p+q}{\sqrt2},\qquad P=\frac{p-q}{\sqrt2}.$$

Then $[Q,P]=i$ and the Hamiltonian is $(QP+PQ)/2$. Classically $Q$ grows and $P$ decays. Since $q=(Q-P)/\sqrt2$, a particle arriving from the left has $P>0$, and one leaving to the right has $Q>0$.

In the $P$ representation $Q=i\,d/dP$, and the eigenfunction for arrival from the left is $P^{-ie-1/2}$ for $P>0$ and zero otherwise. Its transform to $Q$ is proportional to

$$\int_0^\infty P^{-ie-1/2}e^{iQP}\,dP=\Gamma\!\left(\tfrac12-ie\right)(-iQ)^{ie-1/2}.$$

At equal $|Q|$, the phase of $-iQ$ is $-\pi/2$ for $Q>0$ and $+\pi/2$ for $Q<0$. The moduli therefore contain $e^{\pi e/2}$ and $e^{-\pi e/2}$, and the ratio of transmitted to reflected probability is $e^{2\pi e}$. As the two probabilities add to 1, the transmission is $1/(1+e^{-2\pi e})$.

Let $a=h\nu/(k_BT)$ and let $\varepsilon=ae$ be the energy in thermal units. The classical thermal flux over the barrier is $\int_0^\infty e^{-\varepsilon}d\varepsilon=1$. The tunnelling factor is hence

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/a}}
=\frac{a}{2\pi}\int_0^\infty\frac{z^{-a/(2\pi)}}{1+z}\,dz=\frac{a/2}{\sin(a/2)} .$$

The substitution was $z=e^{2\pi\varepsilon/a}$, and the last step is the standard integral $\int_0^\infty z^{b-1}/(1+z)\,dz=\pi/\sin(\pi b)$ with $b=1-a/(2\pi)$. It requires $0<a<2\pi$; at lower temperatures the parabola is no longer an adequate barrier.

For a rough wavenumber of $1000\ \text{cm}^{-1}$, $\kappa=1.34$ in the line and 1.94 in the source. With the temperature dependence of $\kappa$ included, the limits fall by 5.0 and 5.5 K.

### Heat capacity of activation

Let $\Delta H$ and $\Delta S$ hold at $T_r=450$ K, and let the heat capacity of activation be a constant $C$. Then $\Delta H$ gains $C(T-T_r)$ and $\Delta S$ gains $C\ln(T/T_r)$. The change of the logarithmic rate is

$$\delta\ln k=\frac CR\left[\ln\frac T{T_r}-1+\frac{T_r}{T}\right].$$

The bracket has derivative $(T-T_r)/T^2$ and vanishes at $T_r$, so it is never negative. It starts quadratically in $T-T_r$, because the enthalpy and entropy changes cancel to first order. With $C=-30$ J/(mol K) the limits rise by 1.4 K in the line and 0.4 K in the source.

### Walls of the gas line

Suppose that a molecule striking the wall decomposes with probability $\gamma$. For a gas of number density $N$ at equilibrium, the flux to a wall is $N\bar v/4$, where $\bar v=\sqrt{8RT/(\pi M)}$ is the mean speed and $M$ the molar mass. A tube of radius $r$ has surface-to-volume ratio $2/r$, which gives the loss rate

$$k_{\rm wall}=\gamma\,\frac{\bar v}{4}\,\frac2r=\frac{\gamma\bar v}{2r}.$$

For $r=5$ mm and $\bar v=170$ m/s, wall loss alone uses the entire budget when

$$\gamma=\frac{2rk}{\bar v}=\frac{2(0.005)(0.01005)}{169.7}\approx5.9\times10^{-7}.$$

Fewer than one reactive collision in a million is enough. For an assumed $\gamma=3\times10^{-7}$, independent of temperature, the limit falls by about 11 K. The formula needs a uniform density across the tube. At 1 Torr the simple estimate $r^2/D$, with $D=\bar v\lambda/3$ and $\lambda$ the mean free path, gives a diffusion time of 0.05 s. This is an overestimate, because a heavy precursor molecule keeps much of its velocity when it collides with light nitrogen. Even so, it is far below the wall loss time of 196 s, so that condition is met.

### Residence times and gas pressure

In a stirred volume the residence times $\tau$ have density $e^{-\tau/t}/t$ with mean $t$. The surviving fraction is

$$\int_0^\infty\frac{e^{-\tau/t}}{t}\,e^{-k\tau}\,d\tau=\frac1{1+kt}.$$

Setting the decomposed fraction $kt/(1+kt)$ equal to $x$ gives $kt=x/(1-x)$ in place of $L$. For the gas line this raises the limit by only 0.08 K. At a loss of 1 %, an exponential spread of residence times thus gives nearly the same limit as a single time equal to the mean.

Low pressure can also slow a unimolecular reaction, because collisions must replace the energetic molecules that react. Take $s$ classical oscillators, with energy density proportional to $E^{s-1}e^{-E/(k_BT)}$, and a rate $k(E)=A_\infty(1-E_0/E)^{s-1}$ above a threshold $E_0$. Their product is proportional to $(E-E_0)^{s-1}e^{-E/(k_BT)}$. In terms of $y=(E-E_0)/(k_BT)$, reacting molecules at high pressure thus have the normalized distribution $y^{s-1}e^{-y}/\Gamma(s)$, and the total rate is $A_\infty e^{-E_0/(k_BT)}$.

Let every collision restore the thermal distribution, at rate $\omega$. Balancing supply against loss reduces the population at energy $E$ by the factor $\omega/(\omega+k(E))$. The relative loss of rate is therefore

$$\int_0^\infty\frac{y^{s-1}e^{-y}}{\Gamma(s)}\,\frac{k(E)}{\omega+k(E)}\,dy .$$

The constants follow from matching $k$ and $E_a=\Delta H+RT$ at the limit. With $s=40$ as a rough effective number and $\omega=1.8\times10^7\ \text{s}^{-1}$, estimated for nitrogen at 1 Torr and a collision diameter of 0.7 nm, the loss is $1.3\times10^{-4}$. Multiplied by the scale of 16.8 K, this is about 0.002 K. Falloff is negligible here for the assumed $s=40$ and for collisions that each restore the thermal distribution; less effective collisions make the loss larger. The loss grows steeply if the effective number of oscillators is smaller, so this conclusion should not be carried over to small molecules.

### A second channel in the liquid

In the liquid source two molecules can react with each other. While little has decomposed, the partner concentration is nearly constant and this channel is effectively first order. Let its effective rate constant count precursor molecules lost, not reaction events. Give it a barrier lower by 30 kJ/mol and an entropy lower by 60 J/(mol K), referred to the concentration of the neat liquid. At the original limit of 386.5 K, the ratio of its rate to the basic one is

$$e^{30000/(RT)}\,e^{-60/R}\approx8.3 .$$

The total rate is 9.3 times the basic rate. Proposition 2 to first order would suggest a shift of $-8.1\ln9.3\approx-18$ K. The solved shift is $-20.9$ K, to 366 K or 92 °C. It is larger because the new channel has the smaller activation enthalpy, so cooling slows it less.

### The real case

The example is meant for tetrakis(ethylmethylamido)hafnium, a liquid precursor for atomic layer deposition of hafnium oxide. Its sources are heated to roughly 100 °C or somewhat less, and deposition is run at roughly 200 to 300 °C. The model limit for the source, 113 °C, lies somewhat above the first range. The limit of 286 °C applies to gas that spends one second in a hot zone, and it lies within the second range. The delivery line itself need only be warm enough to prevent condensation and is normally kept far below the deposition temperature. This does not validate the model, since its activation parameters are round values and not measurements. Thirty days at full source temperature is a demanding but plausible duty. Real equipment breaks the assumption of a single homogeneous step: walls react, and molecules in the liquid meet each other. For the parameters assumed above, these effects lower the limits by about 11 and 21 K. An enthalpy error of 10 kJ/mol moves them by 36 and 25 K, more than either of these two effects at the assumed values. This ranking is not general, because both effects depend steeply on inputs that were only assumed. With a constant $\gamma$ the wall rate falls only as $\sqrt T$, so the wall shift grows to about 36 K at $\gamma=5.5\times10^{-7}$ and to more than 150 K at $7\times10^{-7}$. A second liquid channel whose barrier is lower by 32 instead of 30 kJ/mol lowers the source limit by more than 26 K.

The entropy matters too: by Proposition 1, a value higher by 20 J/(mol K) lowers the limits by about 40 and 20 K to first order. A cautious heater setting taken from calculated barriers should therefore combine the lowest credible $\Delta H$ with the highest credible $\Delta S$, provided that the first-order channel has been identified correctly. With 140 instead of 150 kJ/mol, and everything else fixed, the line limit is $558.9-36.2\approx523$ K, or about 250 °C. If $\Delta S$ is also raised by 20 J/(mol K), the line limit falls to about 487 K, or 214 °C, and the source limit to about 344 K, or 71 °C. A sufficiently fast unrecognized wall reaction can still make that line setting too high, and a sufficiently fast liquid reaction can do the same to a source setting. The numerical output below lists the enthalpy shifts for the line and the source.

## Values computed for the example and the checks

```
Activation enthalpy: 150 kJ/mol
Activation entropy: -20 J/(mol K)
Allowed fraction x: 1.0 %; L = 0.010050
Assumed error in enthalpy: 10 kJ/mol
Barrier frequency: 1000i 1/cm
Activation heat capacity: -30 J/(mol K), reference 450 K
Gas line: residence time 1 s
  A = 3.3747e+15; ln A = 35.7551
  Iterates w0..w3: 35.7551, 32.1784, 32.2838, 32.2805
  W = 32.2806; k at limit = 1.0050e-02 1/s
  T_max = 558.88 K = 285.73 degC
  Local Arrhenius energy: 154.65 kJ/mol
  Temperature scale T/(1+W): 16.79 K
  Shift for tenfold time: -36.20 K
  Shift for doubled rate: -11.41 K
  Error of prefactor frozen at 298.15 K: +11.09 K
  Error of L = x: -0.084 K
  Shifts for enthalpy -/+ error: -36.17, +36.10 K
  Tunnelling factor 1.341; shift -4.98 K
  Heat-capacity shift: +1.36 K
  Fraction at 10 K overshoot: 1.79 %
Liquid source: residence time 2592000 s
  A = 8.7471e+21; ln A = 50.5230
  Iterates w0..w3: 50.5230, 46.6006, 46.6814, 46.6797
  W = 46.6797; k at limit = 3.8774e-09 1/s
  T_max = 386.48 K = 113.33 degC
  Local Arrhenius energy: 153.21 kJ/mol
  Temperature scale T/(1+W): 8.11 K
  Shift for tenfold time: -17.81 K
  Shift for doubled rate: -5.54 K
  Error of prefactor frozen at 298.15 K: +2.16 K
  Error of L = x: -0.041 K
  Shifts for enthalpy -/+ error: -25.24, +25.21 K
  Tunnelling factor 1.943; shift -5.49 K
  Heat-capacity shift: +0.35 K
  Fraction at 10 K overshoot: 3.29 %
Gas line radius: 5.0 mm; pressure 1.0 Torr
Precursor molar mass: 410.91 g/mol
Mean molecular speed: 169.7 m/s
Wall probability equalling allowed loss: 5.92e-07
Wall probability 3.0e-07: shift -11.45 K
Rough radial diffusion time: 0.047 s
Wall loss time: 196 s
Stirred-volume shift: +0.084 K
Falloff: 40 oscillators, diameter 0.7 nm
Collision rate: 1.79e+07 1/s
Fractional rate loss by falloff: 1.27e-04
Associative channel: 120 kJ/mol, -80 J/(mol K)
Associative/basic rate at T_max: 8.33
Liquid limit with both channels: 365.61 K; shift -20.87 K
```
